# Fermi–Dirac occupations from minimizing the Mermin free energy: verification in Python

```python
"""
Result under test: the minimum of the free energy A = E - T*S over occupations
f_i and orthonormal orbitals, at fixed sum(f_i) = N, has
    f_i = 1 / (exp((eps_i - mu)/kT) + 1),
where eps_i are eigenvalues of H[n] = h + v_Hxc[n] at the self-consistent n.

Model: five sites, one spin direction, energies in eV.
  h  one-electron matrix          W  repulsion between site densities
  n  site densities               c  strength of the exchange-like energy
  E = sum_i f_i <i|h|i> + n.W.n/2 - (3/4) c sum(n^(4/3))
  S/k = -sum_i [f_i ln f_i + (1-f_i) ln(1-f_i)]
"""
import itertools
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.linalg import null_space
from scipy.optimize import brentq, minimize
from scipy.special import entr, expit

M, N_EL, KT = 5, 2.0, 0.5
HOP, W0, C_X = 1.0, 2.0, 0.5
SITE = np.array([0.0, -1.0, 0.5, -0.5, 1.0])
h = np.diag(SITE) - HOP * (np.eye(M, k=1) + np.eye(M, k=-1))
idx = np.arange(M)
W = W0 / (1.0 + abs(idx[:, None] - idx[None, :]))


def hamiltonian(n):
    return h + np.diag(W @ n - C_X * np.cbrt(n))


def energy(f, C):
    n = (C**2) @ f
    one_body = np.sum(f * np.sum(C * (h @ C), axis=0))
    return one_body + 0.5 * n @ W @ n - 0.75 * C_X * np.sum(np.cbrt(n)**4)


def entropy(f):
    return np.sum(entr(f) + entr(1.0 - f))


def chemical_potential(eps, number, kT):
    return brentq(lambda m: np.sum(expit((m - eps) / kT)) - number,
                  eps.min() - 40 * kT, eps.max() + 40 * kT,
                  xtol=1e-14, rtol=1e-14)


def self_consistent(rule, number):
    """Iterate the density; rule maps the ordered levels to occupations."""
    n = np.full(M, number / M)
    for _ in range(5000):
        eps, C = np.linalg.eigh(hamiltonian(n))
        f = rule(eps)
        n_new = (C**2) @ f
        if np.max(abs(n_new - n)) < 1e-12:
            return eps, f, C, n_new
        n = n + 0.15 * (n_new - n)
    raise RuntimeError("density iteration did not converge")


def fixed_occupations(f):
    f = np.array(f, dtype=float)
    eps, _, C, _ = self_consistent(lambda levels: f, f.sum())
    return energy(f, C), eps


def thermal(number, kT):
    def rule(eps):
        return expit((chemical_potential(eps, number, kT) - eps) / kT)
    eps, f, C, n = self_consistent(rule, number)
    return (energy(f, C) - kT * entropy(f), eps, f, C, n,
            chemical_potential(eps, number, kT))


def relaxed_free_energy(f):
    return fixed_occupations(f)[0] - KT * entropy(f)


# Self-consistent Fermi-Dirac solution
A, eps, f, C, n, mu = thermal(N_EL, KT)
E, S = energy(f, C), entropy(f)

# Direct minimization over occupations and orbital rotations
upper = np.triu_indices(M, 1)


def rotation(x):
    K = np.zeros((M, M))
    K[upper] = x
    K = K - K.T
    return np.linalg.solve(np.eye(M) + K, np.eye(M) - K)


def direct_minimum(seed):
    rng = np.random.default_rng(seed)
    occ = rng.uniform(0.2, 0.6, M)
    occ *= N_EL / occ.sum()
    frame = np.linalg.qr(rng.normal(size=(M, M)))[0]
    for _ in range(3):
        def objective(x, frame=frame):
            return energy(x[:M], frame @ rotation(x[M:])) - KT * entropy(x[:M])
        start = np.concatenate([occ, np.zeros(len(upper[0]))])
        res = minimize(objective, start, method="SLSQP", jac="3-point",
                       bounds=[(1e-6, 1 - 1e-6)] * M
                       + [(None, None)] * len(upper[0]),
                       constraints={"type": "eq",
                                    "fun": lambda x: np.sum(x[:M]) - N_EL},
                       options={"ftol": 1e-14, "maxiter": 150})
        occ, frame = res.x[:M], frame @ rotation(res.x[M:])
    order = np.argsort(-occ)
    return res.fun, occ[order], frame[:, order]


direct = [direct_minimum(seed) for seed in (1, 2)]
for A_d, f_d, C_d in direct:
    H_d = C_d.T @ hamiltonian((C_d**2) @ f_d) @ C_d
    mu_each = np.diag(H_d) + KT * np.log(f_d / (1 - f_d))
    off_diagonal = np.max(abs(H_d - np.diag(np.diag(H_d))))
    assert abs(A_d - A) < 1e-7
    assert np.max(abs(f_d - f)) < 1e-4
    assert np.ptp(mu_each) < 1e-3 and off_diagonal < 1e-3
    assert abs(mu_each.mean() - mu) < 1e-3

# Janak slopes at occupations that are not thermal
f_test = np.array([0.9, 0.6, 0.3, 0.15, 0.05])
eps_test = fixed_occupations(f_test)[1]
step = 1e-4
unit = np.eye(M)
slopes = np.array([(fixed_occupations(f_test + step * u)[0]
                    - fixed_occupations(f_test - step * u)[0]) / (2 * step)
                   for u in unit])
assert np.max(abs(slopes - eps_test)) < 1e-6

# Entropy from all configurations of independently occupied orbitals
configs = np.array(list(itertools.product([0, 1], repeat=M)))
prob = np.prod(np.where(configs == 1, f, 1 - f), axis=1)
S_enum = -np.sum(prob * np.log(prob))
counts = configs.sum(axis=1)
var_N = prob @ counts**2 - (prob @ counts)**2
assert abs(S_enum - S) < 1e-10
assert abs(var_N - np.sum(f * (1 - f))) < 1e-10

# Integer occupations are unstable at T > 0
delta = 1e-3
f_int = np.array([1.0, 1.0, 0.0, 0.0, 0.0])
f_moved = f_int + delta * (unit[2] - unit[1])
dE_edge = fixed_occupations(f_moved)[0] - fixed_occupations(f_int)[0]
dA_edge = relaxed_free_energy(f_moved) - relaxed_free_energy(f_int)
assert dE_edge > 0 and dA_edge < 0

# Curvature: derivatives of levels against second differences of A
J = np.array([(fixed_occupations(f + step * u)[1]
               - fixed_occupations(f - step * u)[1]) / (2 * step)
              for u in unit]).T
hessian = J + np.diag(KT / (f * (1 - f)))
assert np.max(abs(J - J.T)) < 1e-5
move, big = unit[2] - unit[1], 1e-3
curv_formula = move @ hessian @ move
curv_direct = (relaxed_free_energy(f + big * move) - 2 * relaxed_free_energy(f)
               + relaxed_free_energy(f - big * move)) / big**2
assert abs(curv_direct - curv_formula) < 1e-3
Q = null_space(np.ones((1, M)))
lowest_curv = np.linalg.eigvalsh(Q.T @ (hessian + hessian.T) @ Q / 2)[0]
kernel = W - np.diag(C_X / 3 * n**(-2 / 3))
lowest_kernel = np.linalg.eigvalsh(kernel)[0]
assert lowest_curv > 0 and lowest_kernel > 0

# Envelope derivatives
dA_dN = (thermal(N_EL + big, KT)[0] - thermal(N_EL - big, KT)[0]) / (2 * big)
dA_dkT = (thermal(N_EL, KT + big)[0] - thermal(N_EL, KT - big)[0]) / (2 * big)
assert abs(dA_dN - mu) < 1e-5 and abs(dA_dkT + S) < 1e-5

# Contrast 1: Fermi-Dirac occupations of the bare levels of h
bare = np.linalg.eigvalsh(h)
f_bare = expit((chemical_potential(bare, N_EL, KT) - bare) / KT)
A_bare = relaxed_free_energy(f_bare)
assert A_bare > A + 1e-6

# Contrast 2: sharp particle number, same levels
pairs = configs[counts == int(N_EL)]
weight = np.exp(-(pairs @ (eps - mu)) / KT)
f_sharp = weight @ pairs / weight.sum()
assert np.max(abs(f_sharp - f)) > 1e-2


def row(label, values, digits=5):
    print(label, " ".join(f"{v:.{digits}f}" for v in values))


print(f"sites {M}, mean electron number {N_EL:.1f}")
print(f"hopping {HOP} eV, repulsion scale {W0} eV, c {C_X} eV")
row("site energies (eV):", SITE, 1)
print(f"kT = {KT} eV, T = {KT * e_charge / k_boltzmann:.0f} K")
print("-- self-consistent Fermi-Dirac solution")
row("levels eps_i (eV):", eps)
row("occupations f_i:", f)
row("site densities:", n)
print(f"mu = {mu:.5f} eV")
print(f"E = {E:.6f} eV, S/k = {S:.6f}, TS = {KT * S:.6f} eV")
print(f"A = {A:.6f} eV")
print(f"sum f_i eps_i = {f @ eps:.6f} eV")
print("-- direct minimization, two random starts")
for A_d, f_d, C_d in direct:
    print(f"A = {A_d:.6f} eV")
    row("occupations:", f_d)
    print(f"largest occupation difference: {np.max(abs(f_d - f)):.1e}")
print("-- Janak test")
row("chosen occupations:", f_test, 2)
row("levels (eV):", eps_test)
row("slopes dE/df_i (eV):", slopes)
print("-- entropy by enumeration")
print(f"S/k = {S_enum:.6f}, variance of N = {var_N:.5f}")
print("-- leaving integer occupations 1 1 0 0 0")
print(f"moved charge {delta}, dE = {dE_edge:.6f} eV, dA = {dA_edge:.6f} eV")
print("-- curvature")
print(f"level 2 to 3: formula {curv_formula:.4f} eV, direct {curv_direct:.4f} eV")
print(f"lowest curvature at fixed N: {lowest_curv:.4f} eV")
print(f"lowest eigenvalue of Hxc kernel: {lowest_kernel:.4f} eV")
print("-- envelope derivatives")
print(f"dA/dN = {dA_dN:.5f} eV, dA/d(kT) = {dA_dkT:.5f}")
print("-- contrast: occupations from bare levels of h")
row("bare levels (eV):", bare)
row("occupations:", f_bare)
print(f"A with relaxed orbitals = {A_bare:.6f} eV")
print(f"excess over minimum = {1000 * (A_bare - A):.3f} meV")
print("-- contrast: sharp N = 2, same self-consistent levels")
row("occupations:", f_sharp)
print("tests ok")
```

Output:

```
sites 5, mean electron number 2.0
hopping 1.0 eV, repulsion scale 2.0 eV, c 0.5 eV
site energies (eV): 0.0 -1.0 0.5 -0.5 1.0
kT = 0.5 eV, T = 5802 K
-- self-consistent Fermi-Dirac solution
levels eps_i (eV): -0.26733 0.45921 1.91067 2.65819 3.47286
occupations f_i: 0.94709 0.80717 0.18677 0.04898 0.01000
site densities: 0.36411 0.61504 0.25323 0.56940 0.19823
mu = 1.17508 eV
E = -1.266538 eV, S/k = 1.430260, TS = 0.715130 eV
A = -1.981668 eV
sum f_i eps_i = 0.639229 eV
-- direct minimization, two random starts
A = -1.981668 eV
occupations: 0.94709 0.80717 0.18677 0.04898 0.01000
largest occupation difference: 7.1e-09
A = -1.981668 eV
occupations: 0.94709 0.80717 0.18677 0.04898 0.01000
largest occupation difference: 9.0e-10
-- Janak test
chosen occupations: 0.90 0.60 0.30 0.15 0.05
levels (eV): -0.27915 0.42339 1.92539 2.65547 3.45433
slopes dE/df_i (eV): -0.27915 0.42339 1.92539 2.65547 3.45433
-- entropy by enumeration
S/k = 1.430260, variance of N = 0.41411
-- leaving integer occupations 1 1 0 0 0
moved charge 0.001, dE = 0.001379 eV, dA = -0.006528 eV
-- curvature
level 2 to 3: formula 6.9147 eV, direct 6.9147 eV
lowest curvature at fixed N: 3.4562 eV
lowest eigenvalue of Hxc kernel: 0.4859 eV
-- envelope derivatives
dA/dN = 1.17508 eV, dA/d(kT) = -1.43026
-- contrast: occupations from bare levels of h
bare levels (eV): -2.05842 -1.23512 0.33242 1.13217 1.82895
occupations: 0.96013 0.82272 0.16795 0.03918 0.01002
A with relaxed orbitals = -1.979139 eV
excess over minimum = 2.529 meV
-- contrast: sharp N = 2, same self-consistent levels
occupations: 0.98484 0.93575 0.06250 0.01413 0.00278
tests ok
```
